# Angle-averaged thermal emission from Coulomb traps in leaking dielectrics, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The emission rate

### What the one-direction formula gets wrong

Bulk-limited leakage through a dielectric can arise from thermal emission of electrons from traps that are positively charged when empty. An applied field lowers the Coulomb barrier of such a trap, and the simplest estimate multiplies the emission rate by $e^{g}$, where $g$ is the barrier lowering along the field axis divided by the thermal energy. This gives every electron the lowering that belongs to one direction only. Electrons that leave at an angle to the axis gain less, and electrons that leave against the force gain nothing in the model used below.

At strong field the consequences are large. For a relative permittivity of 2, a thermal energy of 0.03 eV and a force of 0.01 eV/Å, the one-direction factor is $5.87\times10^{7}$, while the angular average is $3.10\times10^{6}$. The simple formula is too large by a factor of 19 relative to the average. The two expressions also depend differently on field. Suppose that emission follows the angular average, and that the slope of its logarithm against the square root of the force is interpreted with the one-direction formula. At a force of 0.001 eV/Å this gives a relative permittivity of 2.77 instead of 2.

The angular average is Hartke's result,

$$E(g)=\frac12+\frac{1+(g-1)e^{g}}{g^{2}},\qquad E(0)=1, \tag{1}$$

where $E$ is the emission rate in the field divided by the emission rate without it. Equation (1) is the exact average within a model of straight escape paths. It is not a general law of escape, and its assumptions are stated below at the points where they enter.

### Potential, units and sign conventions

The algebra uses atomic units, in which the electron charge has size 1 and the Coulomb constant is 1. The trap is positively charged when empty, so it attracts the electron that leaves it. The surrounding dielectric is represented by a single relative permittivity $\kappa$, the same at all distances and in all directions. The model does not decide at which frequency $\kappa$ should be taken; that is an input.

Let $F>0$ be the size of the force that the applied field exerts on the electron. The polar angle $\theta$ is measured from the direction of this force, which is opposite to the electric field vector because the electron is negative. With $c=\cos\theta$, the potential energy of the electron at distance $r$ from the trap is

$$V(r,c)=-\frac{1}{\kappa r}-Frc. \tag{2}$$

The first term is the attraction to the trap. The second is negative for $c>0$, because motion along the force lowers the energy. The zero of energy is the transport band edge far from the trap in the absence of a field.

The bound level lies at $-I$, with $I>0$ the trap depth, and the field is assumed not to shift it. If the field did change the depth by $\delta I$, the rate would acquire the further factor $e^{-\delta I/kT}$, so the assumption requires $|\delta I|\ll kT$.

### The rate as an average over directions

Let $\nu$ be the total attempt frequency. Attempts are taken to be isotropic, so the fraction made into a solid angle $d\Omega$ is $d\Omega/4\pi$. The electron is assumed to move outward along a straight ray. If the highest potential energy it must pass on that ray is $W(c)$, it needs the energy $W-(-I)=I+W$ above its bound level. With a Boltzmann factor for this energy, the emission rate is

$$\Gamma(F)=\nu\int\frac{d\Omega}{4\pi}\,
\exp\!\left[-\frac{I+W(c)}{kT}\right]. \tag{3}$$

The Boltzmann factor is meaningful when every threshold is many thermal energies above the level. The lowest one, found below, lies at $I-\Delta$, so the condition is $I-\Delta\gg kT$. Tunnelling through the barrier, scattering on the way out and recapture after escape are left out. Straight paths therefore presuppose a mean free path longer than the distance to the barrier top. This condition is necessary but not sufficient, because unscattered paths off the axis still bend, as shown below.

Without a field, $V=-1/(\kappa r)$ rises towards zero in every direction. Hence $W=0$ and $\Gamma(0)=\nu e^{-I/kT}$. If $\nu$ does not depend on the field, it cancels in the ratio together with the factor $e^{-I/kT}$:

$$E=\frac{\Gamma(F)}{\Gamma(0)}
=\int\frac{d\Omega}{4\pi}\,e^{-W(c)/kT}. \tag{4}$$

The remaining task is to find $W(c)$.

### Forward rays

On a forward ray, $c>0$. Differentiating equation (2) along the ray gives

$$\frac{\partial V}{\partial r}=\frac{1}{\kappa r^{2}}-Fc,
\qquad
\frac{\partial^{2}V}{\partial r^{2}}=-\frac{2}{\kappa r^{3}}<0 .$$

The first derivative vanishes at one radius,

$$R(c)=\frac{1}{\sqrt{\kappa Fc}}, \tag{5}$$

and the negative second derivative makes it the maximum of the ray. To evaluate the height, note that $1/R=\sqrt{\kappa Fc}$. The two energy terms are then

$$\frac{1}{\kappa R}=\frac{\sqrt{\kappa Fc}}{\kappa}=\sqrt{\frac{Fc}{\kappa}},
\qquad
FcR=\frac{Fc}{\sqrt{\kappa Fc}}=\sqrt{\frac{Fc}{\kappa}} .$$

They are equal, and both enter $V$ with a minus sign. Therefore

$$W(c)=V(R,c)=-2\sqrt{\frac{Fc}{\kappa}}=-\Delta\sqrt c,
\qquad
\Delta=2\sqrt{\frac{F}{\kappa}} . \tag{6}$$

The quantity $\Delta$ is the axial barrier lowering. The factor 2 arises because the Coulomb energy and the field energy contribute equally at the top. The dimensionless field variable is

$$g=\frac{\Delta}{kT}=\frac{2}{kT}\sqrt{\frac{F}{\kappa}} . \tag{7}$$

A forward ray thus contributes the factor $e^{g\sqrt c}$. The electron must start well inside $R$, where the Coulomb form of the potential already holds. The smallest of these radii is the axial one, $R_0=1/\sqrt{\kappa F}$, so the size of the trap core must be small compared with $R_0$.

### What a ray maximum means in three dimensions

The maximum on the axis is a true saddle of $V$. For a small sideways displacement $x$ at axial distance $z$,

$$-\frac{1}{\kappa\sqrt{z^{2}+x^{2}}}\approx-\frac{1}{\kappa z}+\frac{x^{2}}{2\kappa z^{3}},$$

while the field term does not change. The energy rises sideways and falls along the axis in both directions, which is the shape of a mountain pass.

Off the axis the situation differs. The Coulomb force is radial, so the transverse force comes from the field alone:

$$-\frac1r\frac{\partial V}{\partial\theta}
=-\frac1r\,(Fr\sin\theta)=-F\sin\theta . \tag{8}$$

The minus sign shows that it pulls the electron towards the axis. It does not vanish at $r=R(c)$ when $0<\theta<\pi/2$, so an off-axis ray maximum is not a stationary point of $V$. An electron released there would not continue along its ray. The thresholds $-\Delta\sqrt c$ belong to the straight-ray assumption, and equation (1) inherits that limitation. The effect of bending can be found for a classical electron of unit mass and energy $\varepsilon<0$ that starts at the trap centre and is not scattered. In the plane of motion put $r=u^2+v^2$ and $z=u^2-v^2$, and use the time variable $d\tau=dt/r$. The motion then separates, and the $u$ part obeys $P_u^2/8+|\varepsilon|u^2-Fu^4=\cos^2(\theta/2)/\kappa$, with $\theta$ the launch angle. The barrier $|\varepsilon|u^2-Fu^4$ has the height $\varepsilon^2/4F$, so the electron escapes when $|\varepsilon|<\Delta\cos(\theta/2)$. This threshold, $-\Delta\cos(\theta/2)$, holds for all directions, backward ones included. With $w=\cos(\theta/2)$ and $\sin\theta\,d\theta=-4w\,dw$, its average is $2\int_0^1 w\,e^{gw}dw=2[1+(g-1)e^g]/g^2$. This is twice the forward part of equation (1) and equals 1 at $g=0$. At strong field, equation (1) is therefore smaller than this scattering-free result by a factor of 2.

### Backward rays and the origin of the one half

On a backward ray, $c=-|c|$, and

$$V=-\frac{1}{\kappa r}+F|c|r,
\qquad
\frac{\partial V}{\partial r}=\frac{1}{\kappa r^{2}}+F|c|>0 .$$

The potential energy rises without limit and has no top. The model therefore needs an additional rule that says when a backward electron counts as emitted. The rule adopted here is that emission is counted at the radius where the Coulomb force and the radial part of the field force have the same size:

$$\frac{1}{\kappa R^{2}}=F|c|
\quad\Longrightarrow\quad
R=\frac{1}{\sqrt{\kappa F|c|}} .$$

This is the radius of equation (5) with $c$ replaced by $|c|$, so one surface serves both hemispheres. On the backward side the two energy terms again have equal size, but now opposite sign:

$$V(R)=-\sqrt{\frac{F|c|}{\kappa}}+\sqrt{\frac{F|c|}{\kappa}}=0 . \tag{9}$$

Because $V$ rises steadily up to $R$, its highest value on the way is this zero. The threshold equals that of the field-free trap, and each backward ray contributes the factor 1.

The rule is a choice, and its influence within the straight-ray model can be bounded. The backward hemisphere is half of all directions. Any other rule that gives backward rays a factor between 0 and 1 therefore lowers $E$ by at most $1/2$. The bound does not cover bent paths, on which an electron launched backward can turn round and escape over the lowered side. Discarding backward emission altogether subtracts the full $1/2$ and leaves $E(0)=1/2$, which contradicts the definition of $E$ as a ratio to the zero-field rate.

### The angular integral

Since $W$ does not depend on the azimuth, integration over it gives $2\pi$. With $\sin\theta\,d\theta=-dc$ and the limits reversed to absorb the sign, equation (4) becomes

$$E=\frac12\int_{-1}^{0}1\,dc+\frac12\int_0^1e^{g\sqrt c}\,dc
=\frac12+\frac12\int_0^1e^{g\sqrt c}\,dc . \tag{10}$$

The square root is removed by setting $s=\sqrt c$, so that $c=s^2$ and $dc=2s\,ds$. The 2 cancels the prefactor:

$$E=\frac12+\int_0^1s\,e^{gs}\,ds . \tag{11}$$

Integration by parts, with $s$ differentiated and $e^{gs}$ integrated, gives

$$\int_0^1se^{gs}ds
=\left[\frac{s\,e^{gs}}{g}\right]_0^1-\frac1g\int_0^1e^{gs}ds
=\frac{e^g}{g}-\frac{e^g-1}{g^2}
=\frac{1+(g-1)e^g}{g^2}. $$

Adding the backward half yields equation (1).

### Weak and strong fields

For small $g$, the exponential in equation (11) is expanded and integrated term by term. Since $\int_0^1s^{n+1}ds=1/(n+2)$,

$$E=\frac12+\sum_{n=0}^{\infty}\frac{g^n}{n!\,(n+2)}
=1+\frac g3+\frac{g^2}{8}+\frac{g^3}{30}+\cdots . \tag{12}$$

The first correction is $g/3$, whereas $e^g$ begins with $g$. The mean of $\sqrt c$ over the forward hemisphere is $2/3$, and only half of the directions are forward, which gives $1/3$.

For large $g$, the terms without $e^g$ are negligible and

$$E\approx\frac{e^g}{g}\left(1-\frac1g\right). \tag{13}$$

The factor $1/g$ measures a solid angle. Near the axis, $\cos\theta\approx1-\theta^2/2$ and $\sqrt{\cos\theta}\approx1-\theta^2/4$. The forward part of the average is then approximately

$$\frac12e^g\int_0^\infty\theta\,e^{-g\theta^2/4}\,d\theta
=\frac12e^g\cdot\frac2g=\frac{e^g}{g}.$$

Emission is concentrated in a cone whose angular width shrinks as $g^{-1/2}$ and whose solid angle shrinks as $1/g$. Because $g\propto\sqrt F/kT$, the prefactor changes both the field dependence and the temperature dependence of the rate.

### Evaluation in floating-point arithmetic

Equation (1) needs care at both ends. For small $g$, the numerator $1+(g-1)e^g$ is a difference of numbers near 1 whose result is close to $g^2/2$. A rounding error of relative size $\epsilon$ in those numbers becomes an error of order $\epsilon/g^2$ in $E$. The series (12) avoids this. If it is stopped after $n=8$, the inequality $(9+k)!\ge9!\,k!$ bounds the omitted part:

$$\sum_{n=9}^{\infty}\frac{g^n}{n!(n+2)}
\le\frac{g^9}{11\cdot9!}\sum_{k=0}^{\infty}\frac{g^k}{k!}
=\frac{g^9e^g}{11\cdot9!}. $$

For $g\le0.1$ this is below $3\times10^{-16}$, so the series can be used up to $g=0.1$ in double precision. Just above this point, equation (1) has a relative rounding error of order $10^{-14}$, which is small enough for most purposes.

For large $g$, the exponential can exceed the range of the number format. Taking $e^g$ out of equation (1) before forming the logarithm gives

$$\ln E=g+\ln\!\left[\frac{g-1}{g^2}
+\left(\frac12+\frac1{g^2}\right)e^{-g}\right], \tag{14}$$

which contains only the decaying exponential. Rates should be assembled as $\ln\Gamma=\ln\nu-I/kT+\ln E$ and exponentiated last.

## Part 2. Slopes, activation energies and a worked case

### Symbols and results carried over

An electron is bound at depth $I$ in a trap that is positively charged when empty, in a medium of relative permittivity $\kappa$. The applied force has size $F$, and $c=\cos\theta$ is measured from its direction. In atomic units the axial barrier lowering is $\Delta=2\sqrt{F/\kappa}$, the axial saddle lies at $R_0=1/\sqrt{\kappa F}$, and $g=\Delta/kT$. A forward ray has the threshold $-\Delta s$ with $s=\sqrt c$; a backward ray has the threshold 0. The emission rate relative to zero field is

$$E(g)=\frac12+\int_0^1s\,e^{gs}ds
=\frac12+\frac{1+(g-1)e^g}{g^2}. \tag{15}$$

The model assumes isotropic attempts at a field-independent frequency, straight escape paths without scattering, a fixed bound level and $I-\Delta\gg kT$. It leaves out tunnelling and recapture.

This part has derived the angular average of the emission rate for straight escape paths, together with its weak- and strong-field forms and ways to evaluate it accurately. What remains is to find what it implies for field slopes, apparent permittivity, activation energy and angular spread, to work through a numerical case, and to examine where the result stops being reliable.
